# Power-law tunnelling rates in an Ohmic electron bath, and their limits

## A rate that rises on cooling

A particle hops by tunnelling between two equivalent sites. With the model parameters used below, its hopping rate is $8.30\times10^{7}\ \mathrm{s^{-1}}$ at 10 K and $3.31\times10^{8}\ \mathrm{s^{-1}}$ at 1 K: cooling by a factor of ten makes it 3.98 times faster. If one dimensionless number, the coupling $K$ to an Ohmic bath such as conduction electrons, is changed from 0.2 to 0.8, the same cooling makes the particle 3.89 times slower. No barrier is climbed in either case. Both factors are close to $10^{0.6}=3.98$, which suggests a power law with exponent $2K-1=\mp0.6$.

The statement to be derived is

$$\Gamma=\frac{\Delta^2}{4\omega_c}\,\frac{\sqrt\pi\,\Gamma(K)}{\Gamma(K+\frac12)}\left(\frac{\pi k_BT}{\hbar\omega_c}\right)^{2K-1}. \tag{1}$$

Here $\Gamma$ without an argument is the one-way rate, and $\Gamma(z)$ is the gamma function. The bare tunnel splitting is $\hbar\Delta$, and $\omega_c$ is the cutoff frequency of the bath. The law holds to second order in $\Delta$, for $k_BT\ll\hbar\omega_c$ and equal site energies. For $K<1$ it also has a lower temperature limit, which is estimated below for $K<\frac12$.

## Golden rule in time

Let $H_L$ and $H_R$ be the bath Hamiltonians with the particle on the left and on the right. The tunnelling matrix element has magnitude $\hbar\Delta/2$. With the bath initially in equilibrium with the particle on the left,

$$\Gamma=\frac{2\pi}{\hbar}\left(\frac{\hbar\Delta}{2}\right)^2\sum_{i,f}p_i|\langle f|i\rangle|^2\,\delta(E_i-E_f),$$

where $i$ labels eigenstates of $H_L$ with thermal weights $p_i$, and $f$ labels eigenstates of $H_R$. Inserting $\delta(E)=(2\pi\hbar)^{-1}\int dt\,e^{iEt/\hbar}$ gives

$$\Gamma=\frac{\Delta^2}{4}\int_{-\infty}^{\infty}\!dt\,C(t),\qquad C(t)=\langle e^{iH_Lt/\hbar}e^{-iH_Rt/\hbar}\rangle_L. \tag{2}$$

The electrons enter through $C(t)$, which measures how well the bath states belonging to the two sites match.

## Why conduction electrons are Ohmic

Write $H_{L,R}=H_0\pm M/2$, where $M$ is the difference of the two electron potentials. For a contact potential of strength $V_0$ in volume $\Omega$ and sites separated by $\mathbf d$,

$$|M_{kk'}|^2=\frac{2V_0^2}{\Omega^2}\left[1-\cos\big((\mathbf k-\mathbf k')\cdot\mathbf d\big)\right].$$

The average of the two potentials stays in $H_0$. Its effect on the electron states is of higher order in $V_0$ and is dropped here.

Expand $C=\mathrm{Tr}[e^{-H_L/k_BT}e^{iH_Lt/\hbar}e^{-iH_Rt/\hbar}]/Z_L$ to second order in $M$. The first-order terms contain $\langle M\rangle_0$, which vanishes because exchanging the sites reverses $M$. The second-order terms contain only the correlation function of $M$ with itself. Any bath with the same correlation function therefore gives the same $\ln C$ to this order.

The spectrum for absorbing energy $\hbar\omega$ is

$$S(\omega)=\frac1{\hbar^2}\sum_{kk'}|M_{kk'}|^2f_{k'}(1-f_k)\,\delta\!\left(\omega-\frac{\epsilon_k-\epsilon_{k'}}{\hbar}\right),$$

with $f$ the Fermi function and spin included in the sum. Let $N$ be the density of states per spin and volume, taken constant near the Fermi energy. The energy integral follows from

$$f(e)[1-f(e+w)]=\frac{f(e)-f(e+w)}{1-e^{-w/k_BT}},\qquad \int de\,[f(e)-f(e+w)]=w.$$

The first identity holds because $f(e+w)[1-f(e)]$ equals $e^{-w/k_BT}f(e)[1-f(e+w)]$. Two spins and the factor $\hbar$ from the delta function then give

$$S(\omega)=4(NV_0)^2\big\langle1-\cos((\mathbf k-\mathbf k')\cdot\mathbf d)\big\rangle\,\frac{\omega}{1-e^{-\hbar\omega/k_BT}}.$$

A boson bath has $S=G(\omega)[1+n(\omega)]=G(\omega)/(1-e^{-\hbar\omega/k_BT})$, with $n$ the Bose function. The electron-hole pairs thus act as bosons with a temperature-independent spectrum $G=2K\omega$. This linear frequency dependence is what "Ohmic" means.

On a spherical Fermi surface $\langle e^{i\mathbf k\cdot\mathbf d}\rangle=\sin(k_Fd)/(k_Fd)=j_0(k_Fd)$. The directions of $\mathbf k$ and $\mathbf k'$ are independent, so

$$K=2(NV_0)^2\left[1-j_0^2(k_Fd)\right]. \tag{3}$$

As $d\to0$ the electrons cannot distinguish the sites and $K\to0$. For $NV_0=0.1$ and $k_Fd=2.5$ the bracket is 0.9427, so $K=2(0.01)(0.9427)=0.0189$. Formula (3) is a weak-coupling result; the larger values of $K$ below are parameters of the Ohmic model.

## The correlator of displaced oscillators

Take one oscillator, $H_{L,R}=\hbar\omega b^\dagger b\pm\frac12\hbar g(b+b^\dagger)$. With $a=b+g/2\omega$ and $\alpha=g/\omega$,

$$H_L=\hbar\omega a^\dagger a-\frac{\hbar g^2}{4\omega},\qquad H_R=\hbar\omega(a^\dagger-\alpha)(a-\alpha)-\frac{\hbar g^2}{4\omega}.$$

The operator $D=e^{\alpha(a^\dagger-a)}$ obeys $DaD^\dagger=a-\alpha$, so $H_R=DH_LD^\dagger$ and $C=\langle D(t)D^\dagger\rangle_L$. This has the form $\langle e^Ae^B\rangle$ with

$$A=\alpha(a^\dagger e^{i\omega t}-ae^{-i\omega t}),\qquad B=-\alpha(a^\dagger-a).$$

For operators linear in $a,a^\dagger$ in a thermal state, $\langle e^Ae^B\rangle=\exp\frac12\langle A^2+2AB+B^2\rangle$. The averages are

$$\langle A^2\rangle=\langle B^2\rangle=-\alpha^2(2n+1),$$
$$\langle AB\rangle=\alpha^2[ne^{i\omega t}+(n+1)e^{-i\omega t}]=\alpha^2[(2n+1)\cos\omega t-i\sin\omega t].$$

With $2n+1=\coth(\hbar\omega/2k_BT)$, summing over oscillators with $G(\omega)=\sum_jg_j^2\delta(\omega-\omega_j)$ gives $C=e^{-Q}$, where

$$Q(t)=\int_0^\infty\!d\omega\,\frac{G(\omega)}{\omega^2}\left[(1-\cos\omega t)\coth\frac{\hbar\omega}{2k_BT}+i\sin\omega t\right]. \tag{4}$$

## Doing the frequency integral

Choose the smooth cutoff $G=2K\omega e^{-\omega/\omega_c}$ and define

$$\tau=\frac{\hbar}{k_BT},\qquad \kappa=\frac{k_BT}{\hbar\omega_c}=\frac1{\omega_c\tau},\qquad y=\frac t\tau.$$

Split $\coth=1+2n$. The zero-temperature part contains $1-\cos\omega t+i\sin\omega t=1-e^{-i\omega t}$. For any $s>0$,

$$\int_0^\infty\frac{d\omega}{\omega}e^{-s\omega}(1-e^{-i\omega t})=\ln\left(1+\frac{it}{s}\right),$$

since both sides vanish at $t=0$ and have the derivative $i/(s+it)$. With $s=1/\omega_c$ this part of $Q$ is $2K\ln(1+i\omega_ct)$.

For the thermal part expand $n=\sum_{m\ge1}e^{-m\omega\tau}$. The real part of the same integral, with $s=(m+\kappa)\tau$, gives

$$4K\sum_{m\ge1}\frac12\ln\left[1+\frac{y^2}{(m+\kappa)^2}\right].$$

The limit $\Gamma(z)=\lim_{p\to\infty}p!\,p^z/[z(z+1)\cdots(z+p)]$, applied to $z=1+\kappa+iy$ and $z=1+\kappa$, turns the product into gamma functions:

$$C(t)=(1+i\omega_ct)^{-2K}\left|\frac{\Gamma(1+\kappa+iy)}{\Gamma(1+\kappa)}\right|^{4K}. \tag{5}$$

For $\omega_ct\gg1$ and $\kappa\ll1$, the identity $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$ reduces this to

$$C(t)\simeq e^{-i\pi K}\left[\frac{\pi\kappa}{\sinh\pi y}\right]^{2K},\qquad t>0. \tag{6}$$

The bath loses its memory as $e^{-2\pi Ky}$, at the rate $2\pi Kk_BT/\hbar$.

## Comparison with many electrons

Equation (6) allows a test without bosons. On a ring of lattice sites $C(t)$ is a determinant over one-electron states, and $K$ can be read from the decay of $|C|$. In one dimension there are two Fermi points, so $j_0$ in (3) becomes $\cos k_Fd$. At half filling $k_Fd=\pi/2$ for neighbouring sites.

With a potential of 0.2 hopping energies, formula (3) gives $K=0.002026$. The determinants give 0.002010 and 0.002011 at $k_BT=0.04$ and 0.06 hopping energies, 0.5 to 0.8 % below the formula: the last digit depends on the time window of the fit, and windows between times 40 and 110 (in units of $\hbar$ over the hopping energy) give values from 0.002010 to 0.002015. For sites two spacings apart $\cos^2k_Fd=1$ and the formula gives zero; the determinants leave $1.1\times10^{-5}$ and $2.4\times10^{-5}$. The cancellation holds at the Fermi energy and fails slightly away from it. At energy $e$ from the Fermi level, in hopping energies, the ring has $N^2(1-\cos^22k)=e^2/4\pi^2$. The late decay is set by $S(\omega\to0)$, which averages this factor with the weight $-df/de$. Since $\langle e^2\rangle=\pi^2(k_BT)^2/3$, the weak-coupling remainder is $0.002026\,\pi^2(k_BT)^2/3$, or $1.07\times10^{-5}$ and $2.40\times10^{-5}$, close to the determinants.

At a potential of 3 hopping energies the weak-coupling formula would give $15^2\times0.002026=0.456$, but the determinants, fitted between times 50 and 90, give 0.1963 and 0.1955 at the two temperatures. The third digit depends on the window: times 40 to 70 give 0.202 and 0.197, and times 70 to 110 give 0.1955 and 0.1954. This agrees with $2(\delta/\pi)^2=0.1957$, where $\tan\delta=\pi NV_0$ and $\delta=0.983$ rad. That relation is a numerical finding at this potential for neighbouring sites on this ring, not a result derived here. If it also holds for stronger potentials, $|\delta|<\pi/2$ keeps $K$ below $\frac12$. The value $K=0.8$ used in this text is therefore meant for a more strongly coupled Ohmic bath, not for this contact potential. In this case strong scattering changes the value of $K$, while the late decay rate of $|C|$ stays proportional to temperature within the accuracy of the two values.

## From the correlator to the power law

In (2) move the integration path from $t$ to $t-i\tau/2$, that is, from $y$ to $y-i/2$. Between the two paths (5) has no singularity, and it vanishes at large $|y|$, so the integral is unchanged. The factors become

$$1+i\omega_ct=\frac{\kappa+iy}{\kappa}\ \to\ \frac{\frac12+\kappa+iy}{\kappa},$$
$$|\Gamma(1+\kappa+iy)|^2\ \to\ \Gamma(\tfrac32+\kappa+iy)\,\Gamma(\tfrac12+\kappa-iy).$$

Using $\Gamma(z+1)=z\Gamma(z)$ with $z=\frac12+\kappa+iy$ cancels the first numerator:

$$C\to\left[\frac{\kappa\,|\Gamma(\frac12+\kappa+iy)|^2}{\Gamma(1+\kappa)^2}\right]^{2K}. \tag{7}$$

The integrand is now real and positive. For $\kappa\to0$, $|\Gamma(\frac12+iy)|^2=\pi/\cosh\pi y$, and therefore

$$\Gamma=\frac{\Delta^2}{4}\,\tau\,(\pi\kappa)^{2K}\int_{-\infty}^\infty\frac{dy}{\cosh^{2K}\pi y}.$$

Set $u=\pi y$ and then $v=\tanh^2u$, so that $du=dv/[2\sqrt v(1-v)]$ on the positive half-line:

$$\int_{-\infty}^\infty\frac{dy}{\cosh^{2K}\pi y}=\frac1\pi\int_0^1v^{-1/2}(1-v)^{K-1}dv=\frac{\sqrt\pi\,\Gamma(K)}{\pi\,\Gamma(K+\frac12)}.$$

Since $\tau/\pi=1/(\omega_c\pi\kappa)$, one power of $\pi\kappa$ is removed and (1) follows.

On the shifted path the exponent has two sources. The factor $T^{2K}$ is the height of the integrand and reflects the mismatch of the bath states: the colder the bath, the more low-frequency pairs must rearrange during a hop. The factor $T^{-1}$ is the width of the integrand, proportional to $\hbar/k_BT$. For $K<\frac12$ the growing width wins on cooling; for $K>\frac12$ the falling height wins; at $K=\frac12$ they balance.

For $K<\frac12$ the width also has a meaning in real time: it is the time over which the tunnelling amplitude adds up before thermal noise scrambles its phase. This picture fails for larger $K$, because by (6) the late real part of $C$ is proportional to $\cos\pi K$. At $K=\frac12$ it vanishes, and the rate is collected within times of order $1/\omega_c$. For $\frac12<K<1$ it is negative and cancels part of the early contribution.

**Weak coupling.** For $K\to0$, $\Gamma(K)\to1/K$ and (1) becomes

$$\Gamma\to\frac{\hbar\Delta^2}{4\pi Kk_BT}=\frac{\Delta^2}{2\gamma},\qquad \gamma=\frac{2\pi Kk_BT}{\hbar}.$$

The cutoff drops out once $2K\ln(\hbar\omega_c/\pi k_BT)\ll1$, and the rate is then limited by the dephasing rate $\gamma$. The approach is slow: for $K=0.0189$ and $\pi k_BT/\hbar\omega_c=0.027$ the rate is still 10 % below this limit.

**Finite cutoff.** The logarithm of (7), apart from the explicit factor $\kappa$, has the $\kappa$-derivative $4K[\mathrm{Re}\,\psi(\frac12+iy)-\psi(1)]$ at $\kappa=0$, where $\psi$ is the digamma function and $\psi(1)=-\gamma_E$, with $\gamma_E$ Euler's constant. Hence (1) is multiplied by

$$1+4K\kappa\,\langle\mathrm{Re}\,\psi(\tfrac12+iy)+\gamma_E\rangle+O(\kappa^2),$$

averaged with weight $\cosh^{-2K}\pi y$. The coefficient of $\kappa$ is $-0.057$, $-1.386$ and $-2.933$ for $K=0.2$, 0.5 and 0.8.

## The numbers

Take $K=0.2$, $\hbar\omega_c=100$ meV and $\hbar\Delta=0.02$ meV. Then $\Delta^2/4\omega_c=1.519\times10^6\ \mathrm{s^{-1}}$, and the gamma-function factor is 6.269. At 10 K, $\pi k_BT/\hbar\omega_c=0.02707$, so

$$\Gamma=(1.519\times10^6)(6.269)(0.02707)^{-0.6}\ \mathrm{s^{-1}}=8.30\times10^7\ \mathrm{s^{-1}}.$$

| $T$ (K) | $\Gamma$ from (1) ($10^7\,\mathrm{s^{-1}}$) | Full cutoff |
|---|---|---|
| 1 | 33.06 | 33.06 |
| 5 | 12.59 | 12.58 |
| 20 | 5.479 | 5.474 |

The last column integrates (5) in real time. At 20 K it lies 0.09 % below the power law; the first-order correction predicts $0.057\times0.0172$, or 0.10 %.

For $K=0.5$ the full rate is $4.77\times10^6\ \mathrm{s^{-1}}$ at 1 K and $4.72\times10^6\ \mathrm{s^{-1}}$ at 10 K. The 1 % drop is the cutoff correction, $1.386\times0.0086=1.2\,\%$ at 10 K less a tenth of that at 1 K. For $K=0.8$ the rate grows from $1.00\times10^5$ to $3.91\times10^5\ \mathrm{s^{-1}}$; the larger cutoff correction explains why the ratio is 3.89 instead of 3.98. The exponents measured between $\kappa=0.001$ and 0.002 are $-0.600$, $-0.002$ and 0.596.

## Where incoherent hopping ends

With equal rates both ways, the population difference $P=p_L-p_R$ obeys $\dot P=-2\Gamma P$. This assumes that $P$ hardly changes while the bath remembers a hop. Keeping the memory, but still treating successive hops as independent, gives

$$\dot P(t)=-\int_0^tg(s)P(t-s)\,ds,\qquad g=\Delta^2\,\mathrm{Re}\,C. \tag{8}$$

Because $C(-t)=C(t)^*$, $\int_0^\infty g\,ds=2\Gamma$, as required.

Measure time in units of $\hbar/2\pi k_BT$ and let $a=2\Gamma\hbar/(2\pi k_BT)$ be the relaxation rate in this unit. For $K<\frac12$, (6) gives $g\propto\sinh^{-2K}(s/2)$. With $v=e^{-s}$,

$$\int_0^\infty\!\frac{e^{-xs}\,ds}{\sinh^{2K}(s/2)}=2^{2K}\!\int_0^1\!v^{x+K-1}(1-v)^{-2K}dv=2^{2K}\frac{\Gamma(1-2K)\Gamma(K+x)}{\Gamma(1-K+x)}.$$

A late decay $P\propto e^{-rs}$ requires $r=\int_0^\infty g\,e^{rs}ds$. Dividing the integral at $x=-r$ by its value at $x=0$, where $g$ integrates to $a$, yields

$$a=r\,\frac{\Gamma(K)\,\Gamma(1-K-r)}{\Gamma(K-r)\,\Gamma(1-K)}. \tag{9}$$

The right side vanishes at $r=0$ and at $r=K$ and has a maximum $a^*$ between them. For $a>a^*$ no real root remains in this interval. For $K=0.2$, $a^*=0.0539$. When $K\ll1$ the right side is nearly $r(K-r)/K$, so $a^*\simeq K/4$. This is the critical damping of an oscillator whose decay rates obey $r^2-Kr+Ka=0$; for smaller $a$ it is overdamped.

By (1), $a\propto T^{2K-2}$. In the example $a=8.04\times10^{-4}$ at 1 K, so the crossover is at

$$T^*=\left(\frac{8.04\times10^{-4}}{0.0539}\right)^{1/1.6}\mathrm K=0.072\ \mathrm K.$$

Expanding (9) for small $r$ gives $r/a\simeq1+a\,[\psi(1-K)-\psi(K)]=1+a\pi\cot\pi K$. At 1 K this is 1.0035, as is the numerical root: the late decay rate equals $2\Gamma$ to better than half a per cent. At $2T^*$ the decay is already 9 % faster than $2\Gamma$.

Solving (8) in time confirms the picture. At $a=0.8a^*$, $P$ stays positive over the 60 time units followed. At $a=3a^*$, which means $T=0.50\,T^*$, it swings to $-0.086$. The particle then oscillates between the sites, and a single hopping rate no longer describes it. Since (8) treats successive hops as independent, $T^*$ is an estimate.

For $\frac12<K<1$, $a$ also grows on cooling, so the single relaxation rate $2\Gamma$ eventually fails there too. The integral of (6) now diverges at short times, where the cutoff is needed, but the integral of $g(e^{rs}-1)$ converges, and for $\kappa\to0$ equation (9) follows by continuation in $K$. This limit is approached slowly, with corrections of order $\kappa^{2-2K}$: for $K=0.8$ and $r=0.1$ the ratio $r/a$ is still 13 % above the value from (9) at $\kappa=10^{-3}$. Its right side then runs from zero at $r=0$ to infinity at $r=1-K$, so a real root exists for every $a$, and (9) gives no crossover temperature of the kind found for $K<\frac12$. For $K>1$, $a$ falls on cooling and this obstacle is absent.

A difference $\varepsilon$ in site energy adds a phase $\varepsilon t/\hbar$ to the integrand of (2). This phase stays small while the bath remembers a hop if $|\varepsilon|\ll2\pi Kk_BT$. In addition, detailed balance gives the downhill and uphill rates the ratio $e^{|\varepsilon|/k_BT}$, so they are nearly equal only if $|\varepsilon|\ll k_BT$. The unbiased law needs both conditions. The numerical output that follows lists the computed rates, exponents and crossover values.

## Numbers as computed

```
electron example: N*V0 = 0.1, kF*d = 2.5
  1 - j0^2 = 0.9427, K = 0.01885
ring, V = 0.2 hopping, neighbours: weak-coupling K = 0.002026
  kT = 0.04 hopping: determinant K = 0.002010
  kT = 0.04 hopping, two sites apart: K = 1.05e-05
  kT = 0.06 hopping: determinant K = 0.002011
  kT = 0.06 hopping, two sites apart: K = 2.37e-05
ring, V = 3.0 hopping: delta = 0.9828 rad
  2(delta/pi)^2 = 0.1957
  kT = 0.04 hopping: determinant K = 0.1963
  kT = 0.06 hopping: determinant K = 0.1955
K = 0.2: numerical exponent -0.6001, law -0.6000
  coefficient of kT/(hbar wc) in cutoff correction -0.0573
K = 0.5: numerical exponent -0.0020, law 0.0000
  coefficient of kT/(hbar wc) in cutoff correction -1.3863
K = 0.8: numerical exponent 0.5958, law 0.6000
  coefficient of kT/(hbar wc) in cutoff correction -2.9326
example: K = 0.2, hbar wc = 100.0 meV, hbar Delta = 0.02 meV
Delta^2/(4 wc) = 1.5193e+06 1/s
sqrt(pi) Gamma(K)/Gamma(K+1/2) = 6.2687
T = 10 K: kT = 0.86173 meV, pi kT/(hbar wc) = 0.02707
T =  1.0 K: rate law 3.3059e+08 1/s, full cutoff 3.3058e+08 1/s
T =  2.0 K: rate law 2.1811e+08 1/s, full cutoff 2.1809e+08 1/s
T =  5.0 K: rate law 1.2587e+08 1/s, full cutoff 1.2584e+08 1/s
T = 10.0 K: rate law 8.3041e+07 1/s, full cutoff 8.3002e+07 1/s
T = 20.0 K: rate law 5.4787e+07 1/s, full cutoff 5.4736e+07 1/s
rate ratio 1 K to 10 K: full 3.9828, law 3.9811
K = 0.5: full rate 4.7672e+06 1/s at 1 K, 4.7168e+06 1/s at 10 K
K = 0.8: full rate 1.0038e+05 1/s at 1 K, 3.9073e+05 1/s at 10 K
largest a with a real slow root: a* = 0.05389 at r = 0.10400
a at 1 K = 8.0378e-04
crossover T* = 0.0722 K
T = 0.1444 K: decay rate/(2*rate) = 1.09293
T = 1.0000 K: decay rate/(2*rate) = 1.00350
a = 0.3 a*: late decay 0.01750, root 0.01751 (2 pi kT/hbar)
a = 0.8 a*: minimum of P = 0.0475
a = 3 a*: minimum of P = -0.0855
a = 3 a* means T/T* = 0.5033
```
